# Central Strain of a Shallow Monolayer Bubble and Its Edge Condition

A band-structure calculation for the top of a monolayer bubble needs one input from the mechanics: the biaxial strain to impose on the unit cell. Suppose the measured profile gives a height of 50 nm and a radius of 500 nm. Should the cell be stretched by 0.4 % or by 0.7 %? Both values are compatible with these two lengths. The choice depends on whether the sheet around the bubble has slipped inward along the substrate.

## The estimate from length

Let \(h\) be the central height, \(a\) the radius and \(H=h/a\ll1\). Take the profile to be the parabola

\[
w(r)=h\left(1-\frac{r^2}{a^2}\right),\qquad w'(r)=-\frac{2hr}{a^2}.
\]

A radial piece of horizontal length \(dr\) has length \(\sqrt{1+w'^2}\,dr\simeq(1+w'^2/2)\,dr\) on the bubble. If the material at the edge has not moved, the mean radial strain is

\[
\bar\varepsilon_r=\frac1a\int_0^a\frac{w'^2}{2}\,dr
=\frac1a\int_0^a\frac{2h^2r^2}{a^4}\,dr=\frac23H^2 .
\]

This fixes the scale: strain is quadratic in the aspect ratio, because a slope of either sign lengthens the sheet. For \(H=0.1\) it gives about 0.67 %.

The number \(2/3\) is not yet the answer. It is an average along a radius, whereas the top of the bubble is a point. It also assumes a fixed edge. If the edge moves inward, extra material enters the bubble and less stretching is needed to cover the same shape. Since the stretching is itself of order \(H^2\), a slip of order \(aH^2\) changes the prefactor at leading order.

## Strains and in-plane balance

The sheet is taken as isotropic and linearly elastic, with two-dimensional stiffness \(Y\) (force per length) and Poisson ratio \(\nu\). It has no strain before the bubble forms, and its bending stiffness is neglected for now. Let \(u(r)\) be the radial in-plane displacement, positive outward. Tensile strain is positive.

A radial element becomes \(\sqrt{(1+u')^2+w'^2}\,dr\), and a circle of circumference \(2\pi r\) becomes one of circumference \(2\pi(r+u)\). With \(u'\) and \(w'^2\) both of order \(H^2\), the leading strains are

\[
\varepsilon_r=u'+\frac{w'^2}{2},\qquad \varepsilon_\theta=\frac ur .
\]

The tensions per unit length are

\[
N_r=\frac{Y}{1-\nu^2}(\varepsilon_r+\nu\varepsilon_\theta),\qquad
N_\theta=\frac{Y}{1-\nu^2}(\varepsilon_\theta+\nu\varepsilon_r).
\]

On a small sector of angle \(d\phi\), the radial forces on the two arcs differ by \((rN_r)'\,dr\,d\phi\), and the hoop tensions on the two sides pull inward with \(N_\theta\,dr\,d\phi\). Hence

\[
(rN_r)'=N_\theta .
\]

The radial component of the gas pressure is smaller than these terms by a factor of order \(H^2\) and is dropped.

Insert the tensions and cancel \(Y/(1-\nu^2)\):

\[
r\varepsilon_r'+\nu r\varepsilon_\theta'+(1-\nu)(\varepsilon_r-\varepsilon_\theta)=0 .
\]

Here \(\varepsilon_r'=u''+w'w''\) and \(r\varepsilon_\theta'=u'-u/r\). The terms in \(u'-u/r\) have coefficients \(\nu\) and \(1-\nu\), which add to one. Division by \(r\) leaves

\[
u''+\frac{u'}r-\frac u{r^2}=-w'w''-\frac{1-\nu}{2r}w'^2 .
\]

For the parabola, \(w'w''=4h^2r/a^4\) and \(w'^2/(2r)=2h^2r/a^4\), so the right side is

\[
-\bigl[4+2(1-\nu)\bigr]\frac{h^2r}{a^4}=-(6-2\nu)\frac{h^2r}{a^4}.
\]

A trial term \(Ar^3\) gives \((6+3-1)Ar=8Ar\) on the left, so \(A=-(3-\nu)h^2/(4a^4)\). The homogeneous solutions are \(r\) and \(1/r\), and the second is excluded because the centre must stay intact. Therefore

\[
u(r)=\varepsilon_0r-\frac{3-\nu}{4}\,\frac{h^2r^3}{a^4}.
\]

The constant is named \(\varepsilon_0\) because at \(r=0\), where the slope vanishes, both \(u'\) and \(u/r\) equal it. The central strain is thus the same in every in-plane direction. Setting \(r=a\) and dividing by \(a\) gives

\[
\boxed{\;\varepsilon_0=\frac{3-\nu}{4}H^2+\frac{u(a)}a\;}
\]

The first term comes from the shape and the second from the edge. Inward slip has \(u(a)<0\) and lowers the central strain by \(|u(a)|/a\).

The strains elsewhere follow by differentiation. In \(\varepsilon_r\), the displacement contributes \(-3(3-\nu)/4\) and the slope contributes \(+2\), each times \(H^2r^2/a^2\). Thus

\[
\varepsilon_r=\varepsilon_0-\frac{1-3\nu}{4}\frac{H^2r^2}{a^2},\qquad
\varepsilon_\theta=\varepsilon_0-\frac{3-\nu}{4}\frac{H^2r^2}{a^2}.
\]

## Two edge conditions

**Clamped edge.** If adhesion and friction prevent any slip, \(u(a)=0\) and

\[
\varepsilon_0=\frac{3-\nu}{4}H^2 .
\]

At the edge the hoop strain is zero, and the radial strain is

\[
\varepsilon_r(a)=\left[\frac{3-\nu}{4}-\frac{1-3\nu}{4}\right]H^2=\frac{1+\nu}{2}H^2 .
\]

The bubble therefore pulls inward on the surrounding sheet, and friction must balance this pull.

**Frictionless sliding.** Now let the outer sheet be wide and held flat against a rigid substrate, but free to slide. Outside the bubble \(w=0\), and the displacement that dies away at large distance is \(u=C/r\). Its strains are \(\varepsilon_r=-C/r^2\) and \(\varepsilon_\theta=C/r^2\), so

\[
N_r=\frac{Y}{1-\nu^2}(-1+\nu)\frac C{r^2}=-\frac{Y}{1+\nu}\frac C{r^2}.
\]

Write \(\eta=u(a)/a\). Continuity of \(u\) gives \(C=a^2\eta\), so the outer sheet has edge tension \(-Y\eta/(1+\nu)\).

On the inner side, \(\varepsilon_\theta(a)=\eta\) and \(\varepsilon_r(a)=\eta+(1+\nu)H^2/2\). Hence

\[
N_r(a)=\frac{Y}{1-\nu^2}(1+\nu)\left(\eta+\frac{H^2}{2}\right)
=\frac{Y}{1-\nu}\left(\eta+\frac{H^2}{2}\right).
\]

Without friction no in-plane force acts at the edge at this order, so the two tensions are equal:

\[
(1+\nu)\left(\eta+\frac{H^2}{2}\right)=-(1-\nu)\eta .
\]

Collecting \(\eta\) gives \(2\eta=-(1+\nu)H^2/2\), and therefore

\[
\frac{u(a)}a=-\frac{1+\nu}{4}H^2,\qquad
\varepsilon_0=\frac{3-\nu-1-\nu}{4}H^2=\frac{1-\nu}{2}H^2 .
\]

The edge strains are \(\varepsilon_r(a)=(1+\nu)H^2/4\) and \(\varepsilon_\theta(a)=-(1+\nu)H^2/4\). The hoop direction is compressed because material circles have been drawn to smaller radii.

**Partial slip.** If the edge has moved by a fraction \(s\) of the frictionless slip, the boxed relation gives

\[
\varepsilon_0=\frac{3-\nu-s(1+\nu)}{4}H^2,\qquad 0\le s\le1 .
\]

This is a statement about displacement, not a friction law. Finding \(s\) from an interfacial shear strength would require a further calculation, and \(s\) may depend on how the bubble was formed. It can exceed one if the edge slipped while the bubble was higher and friction then held it during partial deflation.

## What the numbers say

Take \(h=50\) nm, \(a=500\) nm and \(\nu=0.2\), round values attached to no particular material. Then \(H^2=0.1^2=0.01\), and

\[
\varepsilon_0^{\rm clamped}=\frac{2.8}{4}(0.01)=0.70\,\%,\qquad
\varepsilon_0^{\rm sliding}=\frac{0.8}{2}(0.01)=0.40\,\%.
\]

Half of the frictionless slip gives 0.55 %. For the parabola, the full slip is \((1.2/4)(0.01)(500\ \text{nm})=1.5\) nm. An inward motion of only 0.3 % of the radius removes 0.3 percentage points of strain, as the boxed relation requires. The height and radius alone cannot reveal this motion.

Minimizing the stretching energy on a radial grid, with the outer sheet included in the sliding case, gives prefactors 0.7000, 0.5500 and 0.4000 for the three cases. That calculation uses the strains and the elastic energy, but not the solution for \(u(r)\) inside the bubble. For half slip the edge displacement is imposed at half the slip derived above; for sliding it is found by the minimization.

The length estimate can now be placed. Integrating \(\varepsilon_r\) along a radius gives \(2H^2/3+u(a)/a\) for any edge displacement. In the clamped example the radial strain falls from 0.70 % at the centre to 0.60 % at the edge, with mean 0.67 %. With sliding it falls from 0.40 % to 0.30 %, and the mean is \(0.67-0.30=0.37\,\%\). The estimate thus lies close to the clamped central value here, but well above the sliding one.

A signal collected from the whole bubble needs another average. The local change of area is \(\varepsilon_r+\varepsilon_\theta\), and for the parabola its area average is

\[
\frac{2}{a^2}\int_0^a\left(u'+\frac ur+\frac{w'^2}{2}\right)r\,dr
=\frac{2u(a)}a+H^2 ,
\]

because \(ru'+u=(ru)'\) and \(\int_0^a rw'^2\,dr=h^2\). This is 1.0 % for the clamped edge and \(1.0-0.6=0.4\,\%\) for sliding, against central values of 1.4 % and 0.8 %. A signal that weights equal areas equally should not be assigned the central strain. Luminescence from carriers that drift toward the strained centre is weighted differently, and this area average does not describe it.

## How much does the parabola matter?

A bubble under uniform pressure \(p\) is not exactly parabolic. The vertical forces on a disk of radius \(r\) balance when \(\pi r^2p+2\pi rN_rw'=0\), or

\[
N_rw'=-\frac{pr}{2}.
\]

A parabola would need a uniform \(N_r\), whereas the strains found above give a radial tension that falls outward. Solving the vertical balance together with the in-plane equations gives the following prefactors \(\varepsilon_0/H^2\).

| \(\nu\) | clamped: parabola, pressure | sliding: parabola, pressure |
|---|---|---|
| 0.0 | 0.750, 0.785 | 0.500, 0.512 |
| 0.2 | 0.700, 0.733 | 0.400, 0.409 |
| 0.4 | 0.650, 0.680 | 0.300, 0.307 |

For \(\nu=0.2\) the parabola is low by 4.5 % when clamped and by 2.3 % when sliding, relative to the pressure solution. The pressure need not be known. If \(w\) is multiplied by \(\lambda\), and \(u\) and the tensions by \(\lambda^2\), every equation and edge condition still holds with \(p\) multiplied by \(\lambda^3\). Thus \(h\propto p^{1/3}\) and \(\varepsilon_0\propto p^{2/3}\) at fixed radius, and their ratio \(\varepsilon_0/h^2\) does not change.

The smaller error for sliding can be understood by keeping the axisymmetric profile general. Let \(S=N_r+N_\theta\). From \(u=r\varepsilon_\theta\) one has \(r\varepsilon_\theta'=\varepsilon_r-\varepsilon_\theta-w'^2/2\). Writing the strains as \(\varepsilon_\theta=(N_\theta-\nu N_r)/Y\) and \(\varepsilon_r=(N_r-\nu N_\theta)/Y\) turns this into

\[
r(N_\theta'-\nu N_r')=(1+\nu)(N_r-N_\theta)-\frac Y2w'^2 .
\]

The radial balance gives \(N_r-N_\theta=-rN_r'\), so

\[
rS'=-\frac Y2w'^2 .
\]

In the flat outer sheet \(N_\theta=-N_r\), so \(S=0\) there. For frictionless sliding \(N_r\) and \(\varepsilon_\theta\) are continuous at the edge, hence so is \(N_\theta=\nu N_r+Y\varepsilon_\theta\), and \(S(a)=0\). At the centre \(S(0)=2Y\varepsilon_0/(1-\nu)\). Integration from the centre to the edge gives

\[
\varepsilon_0^{\rm sliding}=\frac{1-\nu}{4}\int_0^a\frac{w'^2}{r}\,dr .
\]

The slip follows from \((r^2N_r)'=rS\), which is the radial balance multiplied by \(r\) with \(rN_r\) added to both sides. Integrating it, and then integrating by parts with \(S(a)=0\), gives

\[
a^2N_r(a)=\int_0^a rS\,dr=-\frac12\int_0^a r^2S'\,dr=\frac Y4\int_0^a rw'^2\,dr .
\]

The outer sheet has \(u(a)/a=-(1+\nu)N_r(a)/Y\). At fixed profile, preventing the slip adds a uniform strain \(-u(a)/a\) inside the bubble, so

\[
\varepsilon_0^{\rm clamped}=\varepsilon_0^{\rm sliding}
+\frac{1+\nu}{4a^2}\int_0^a rw'^2\,dr .
\]

These two formulas hold for any smooth axisymmetric profile. A measured profile must first be fitted or smoothed: height noise \(\sigma\) at point spacing \(\Delta\) adds on average \(2\sigma^2/\Delta^2\) to \(w'^2\), and the weight \(1/r\) amplifies this near the centre. For the bubble above, 0.1 nm of noise at 5 nm spacing would raise the sliding value from 0.40 % to about 0.5 %. For the parabola the integrals are \(2H^2\) and \(h^2\), which returns the earlier results.

Now write the slope as \(w'=-(2hr/a^2)(1+\delta)\), and treat \(\delta(r)\) as a small correction, although near a sliding edge it is not very small. Keeping the height fixed requires \(\int_0^a r\delta\,dr=0\). The first-order change of the sliding integral is proportional to this same quantity and vanishes, so the sliding prefactor has only a second-order error. The added clamped term changes by an amount proportional to \(\int_0^a r^3\delta\,dr\), which need not vanish. Under pressure the tension falls outward, so \(\delta\) rises outward from negative to positive values. The weight \(r^3\) favours the positive part, and the clamped prefactor increases at first order.

## Where the estimate stops

Bending competes with tension when \(Dw''''\) is comparable with \(N_rw''\), where \(D\) is the bending stiffness. The corresponding length is \(\ell=\sqrt{D/N_r}\). With \(Y=200\) N/m, the sliding edge has \(N_r=Y\varepsilon_r/(1+\nu)=200(0.003)/1.2=0.50\) N/m. For \(D=10\) eV this gives \(\ell=1.8\) nm, much less than the 500 nm radius. The edge is rounded over a narrow ring, and the membrane treatment is adequate for the centre. It is not justified for bubbles so small or so flat that \(\ell\) is no longer much less than \(a\).

The small-slope error is also minor here. Expanding the arc length one order further gives a mean strain of \(2H^2/3-2H^4/5\), a relative reduction of \(3H^2/5\), or 0.6 % at \(H=0.1\). The true arc length gives 0.6627 % instead of 0.6667 %. This figure refers to the mean along a radius. The correction to the central strain is also of relative order \(H^2\), but its coefficient and sign depend on the edge condition and do not follow from this expansion.

Wrinkling is a more serious limit. For the parabola with a sliding edge, the strains above give \(N_\theta=YH^2\left(\frac12-\frac{3r^2}{4a^2}\right)\) inside the bubble, which is compressive from \(r=\sqrt{2/3}\,a\approx0.82a\) to the edge. Adhesion can keep the outer sheet flat, but inside the bubble no substrate holds the sheet, and a thin sheet may wrinkle there. If wrinkles form, the axisymmetric solution no longer applies, and the sliding value should not be treated as a strict lower bound. A uniform strain present before the bubble formed must be added to \(\varepsilon_0\) at fixed profile, and can move the result outside the range in either direction.

For a wide, flat outer sheet with no initial strain, no wrinkles inside the bubble, and a slip anywhere between zero and the frictionless value, the pressure-loaded solutions give 0.41 % to 0.73 % for this bubble, or roughly \(0.57\pm0.16\,\%\), where the second number is half the range and not a statistical error. A free edge of the sheet close to the bubble can allow more slip and a lower strain. A 5 % error in \(h/a\) would change the strain by about 10 % of its value, since the dependence is quadratic. That is less than the uncertainty from the edge. For the band-structure calculation it is therefore sensible to run both ends of the range. If the quantity of interest differs too much between them, the next thing to establish is the slip, since more accurate values of \(h\) and \(a\) will not remove the difference. The main values are in the numerical output below.

## Calculated quantities

```
Height h = 50.0 nm
Radius a = 500.0 nm
Poisson ratio = 0.20 (dimensionless)
2D stiffness Y = 200.0 N/m
Bending stiffness D = 10.0 eV
Aspect ratio h/a = 0.100 (dimensionless)
Squared aspect ratio = 0.0100 (dimensionless)
clamped: parabola prefactor = 0.7000 (dimensionless)
clamped: energy-minimum prefactor = 0.7000 (dimensionless)
clamped: central strain = 0.700 %
half slip: parabola prefactor = 0.5500 (dimensionless)
half slip: energy-minimum prefactor = 0.5500 (dimensionless)
half slip: central strain = 0.550 %
sliding: parabola prefactor = 0.4000 (dimensionless)
sliding: energy-minimum prefactor = 0.4000 (dimensionless)
sliding: central strain = 0.400 %
clamped: pressure-loaded prefactor = 0.7333 (dimensionless)
clamped: pressure-loaded central strain = 0.733 %
clamped: error of parabola = -4.55 %
sliding: pressure-loaded prefactor = 0.4094 (dimensionless)
sliding: pressure-loaded central strain = 0.409 %
sliding: error of parabola = -2.30 %
Clamped prefactor at 1/1000 pressure = 0.7333 (dimensionless)
Clamped edge radial strain = 0.600 %
Sliding edge radial strain = 0.300 %
Sliding edge hoop strain = -0.300 %
Inward edge slip, sliding = 1.500 nm
Mean radial strain, clamped = 0.6667 %
Mean strain from true arc length = 0.6627 %
Sliding edge radial tension = 0.500 N/m
Bending length at sliding edge = 1.79 nm
Prefactors (dimensionless): nu, clamped parabola, clamped pressure, sliding parabola, sliding pressure
0.0  0.7500  0.7851  0.5000  0.5118
0.2  0.7000  0.7333  0.4000  0.4094
0.4  0.6500  0.6796  0.3000  0.3071
```
